# How accurately must a scissor shift set a tandem's top gap?

Suppose you are screening materials for the top cell of a two-junction solar cell. A semilocal density functional gives you bands with too small a gap, and your program offers a scissor shift $\Delta$, a rigid upward displacement of the conduction bands. You must decide whether your uncertainty in $\Delta$ is acceptable or whether a better gap calculation is needed. The answer depends on how the two cells are wired and how they exchange light. In the radiative limit under a 6000 K blackbody sun, for a 1.00 eV bottom cell and a top gap aimed at the middle of its favourable range, an uncertainty of 0.1 eV is tolerable with independent wiring but too large with series wiring, if one percentage point of limiting efficiency matters.

## What the shift changes

The shift enters through the top gap, $E_1=E_1^{(0)}+\Delta$, so at fixed bottom gap $E_2<E_1$ an error in $\Delta$ is an equal error in $E_1$. Here $E_1$ means the absorption threshold at operating temperature. If excitons set that threshold, their binding energy must be subtracted from the shifted band gap.

The model is the radiative limit. Each cell absorbs every photon above its gap that reaches it, collects every carrier and recombines only radiatively. A perfect mirror lies behind the bottom cell. The sun is a blackbody disc at $T_s$ with half-angle $\theta_s$; the rest of the sky is at the cell temperature $T$. Non-radiative loss, gradual absorption edges and resistance are left out, so the efficiencies are limits of this model, not device predictions.

## Photon currents

A hemisphere filled with blackbody radiation at temperature $T'$ sends onto a surface, above energy $E$, the photon flux times charge

$$\Phi(E,T')=\frac{2\pi q}{h^3c^2}\int_E^\infty\frac{\epsilon^2\,d\epsilon}{e^{\epsilon/kT'}-1}.$$

Expand $1/(e^t-1)=\sum_{m\ge1}e^{-mt}$ and integrate by parts twice. With $y=E/kT'$,

$$\Phi=\frac{2\pi q(kT')^3}{h^3c^2}\sum_{m\ge1}e^{-my}\left(\frac{y^2}{m}+\frac{2y}{m^2}+\frac{2}{m^3}\right).$$

The sun fills a fraction $f=\sin^2\theta_s$ of the hemisphere's projected solid angle.

A cell at voltage $V$ emits with $\epsilon$ replaced by $\epsilon-qV$ in the Bose factor. When the gap exceeds $qV$ by many $kT$, the factor becomes $e^{qV/kT}e^{-\epsilon/kT}$. Emission is then an equilibrium current, given by the $m=1$ term, multiplied by $x=e^{qV/kT}$. Let $b_1$ be that equilibrium current above $E_1$, and $b_2$ the one between $E_2$ and $E_1$. The absorbed currents are

$$A_1=f\Phi(E_1,T_s)+(1-f)b_1,$$
$$A_2=f[\Phi(E_2,T_s)-\Phi(E_1,T_s)]+(1-f)b_2.$$

## Balance and its inversion

Above $E_1$ the cells also exchange photons. Let $g$ be the étendue of this exchange relative to emission into air: $g=0$ for an ideal mirror that reflects only these photons, $g=1$ for an air gap, and $g=n^2$ for cells joined by a medium of their own refractive index $n$. With delivered current positive,

$$j_1=A_1-b_1x_1-gb_1(x_1-x_2),$$
$$j_2=A_2-b_2x_2+gb_1(x_1-x_2).$$

The exchange includes the bottom cell's emission back into the top cell, as detailed balance requires.

These equations are linear in $x_1,x_2$. Put $u_i=A_i-j_i$:

$$u_1=(1+g)b_1x_1-gb_1x_2,\qquad u_2=-gb_1x_1+(b_2+gb_1)x_2.$$

The first gives $x_1=(u_1/b_1+gx_2)/(1+g)$. Insert this in the second and multiply by $1+g$:

$$(1+g)u_2+gu_1=[(1+g)(b_2+gb_1)-g^2b_1]x_2=Dx_2,$$

where $D=(1+g)b_2+gb_1$. Thus $x_2=[gu_1+(1+g)u_2]/D$. Putting this back into $x_1$ gives $x_k=\sum_iK_{ki}u_i$ with

$$K_{11}=\frac{b_2+gb_1}{b_1D},\quad K_{12}=K_{21}=\frac gD,\quad K_{22}=\frac{1+g}{D}.$$

For $K_{11}$, the sum $1/[(1+g)b_1]+g^2/[(1+g)D]$ was combined using $D+g^2b_1=(1+g)(b_2+gb_1)$. The voltages are $V_k=V_T\ln x_k$, with $V_T=kT/q$.

Since $b_1\ll b_2$, the second row reads $b_2x_2\approx u_2+\frac{g}{1+g}u_1$. The bottom cell receives the fraction $g/(1+g)$ of the current that the top cell fails to deliver.

## Series wiring

Set $j_1=j_2=j$. Then $x_k=p_k-s_kj$, with $p_k=\sum_iK_{ki}A_i$ and $s_k=\sum_iK_{ki}>0$. The power and its derivatives are

$$P=jV_T\ln(x_1x_2),\qquad \frac{P'}{V_T}=\ln(x_1x_2)-j\sum_k\frac{s_k}{x_k},$$
$$\frac{P''}{V_T}=-\sum_k\left(\frac{2s_k}{x_k}+\frac{js_k^2}{x_k^2}\right)<0\quad(j\ge0).$$

In the dark, equilibrium means $x_k=1$ at zero current. Sunlight raises both $A_i$, and $K$ has no negative entries, so $p_k>1$ and $P'(0)>0$. As the first $x_k$ approaches zero, $P'\to-\infty$. One bracketed root of $P'$ therefore gives the unique maximum.

When the bottom cell limits the current, the ceiling follows from $x_2=0$, that is $g(A_1-j)+(1+g)(A_2-j)=0$:

$$j_{\rm ceil}=\frac{gA_1+(1+g)A_2}{1+2g}.$$

Raising $E_1$ moves photons from the top cell to the bottom one. If $S$ is the solar current per unit energy at $E_1$, then $dA_1/dE_1=-S$ and $dA_2/dE_1=S$, apart from negligible ambient terms, and

$$\frac{dj_{\rm ceil}}{dE_1}=\frac{-g+(1+g)}{1+2g}S=\frac{S}{1+2g}.$$

Coupling thus softens the penalty for a top gap that is too low. It gives no such relief when the gap is too high: the top cell then limits, and its ceiling stays close to $A_1$ because $b_1\ll b_2$.

## Independent wiring

With separate terminals, maximize $P/V_T=v_1j_1+v_2j_2$ over $v_i=V_i/V_T$. Since $dx_1/dv_1=x_1$, the $v_1$ derivative vanishes when

$$A_1+gb_1x_2-(1+g)b_1x_1(1+v_1)+gb_1v_2x_1=0.$$

Define $\delta_1=gv_2/(1+g)$ and $a_1=(A_1+gb_1x_2)/[(1+g)b_1]$. The condition is $x_1(1+v_1-\delta_1)=a_1$. With $w=1+v_1-\delta_1$ we have $x_1=e^{w-1+\delta_1}$, so $we^w=a_1e^{1-\delta_1}$ and

$$v_1=W(a_1e^{1-\delta_1})-1+\delta_1,$$

where $W$ is the Lambert function. The same steps for the bottom cell give the same form, with $\delta_2=gb_1v_1/(b_2+gb_1)$ and $a_2=(A_2+gb_1x_1)/(b_2+gb_1)$. Evaluate the two formulas alternately.

To see that this finds the global maximum, use $dW/d\ln z=W/(1+W)$:

$$\frac{dv_1}{dv_2}=\frac{W}{1+W}\rho+\frac{1}{1+W}\gamma,$$

with $\rho=gb_1x_2/(A_1+gb_1x_2)$ and $\gamma=g/(1+g)$. This is a weighted average of two numbers in $[0,1)$. The bottom update has the same structure, with ratios $gb_1x_1/(A_2+gb_1x_1)$ and $gb_1/(b_2+gb_1)$. A full cycle therefore has slope in $[0,1)$, which permits at most one fixed point. The iterates approach it from one side without crossing it, so they converge.

A maximum does exist, because substituting the balances gives

$$\frac{P}{V_T}=\sum_i(A_iv_i-b_iv_ie^{v_i})-gb_1(v_1-v_2)(x_1-x_2).$$

Each term of the sum is bounded above and tends to $-\infty$ for large $|v_i|$. The last contribution is never positive, because $x$ increases with $v$.

That last term also shows that, at fixed gaps, increasing $g$ cannot raise the independent limit: it lowers or leaves unchanged the power at every pair of voltages. The argument does not carry over to series wiring, where changing $g$ also changes which voltage pairs have equal currents.

## Sensitivity to the shift

Let $dF_i$ be the change of $j_i$ with $E_1$ at fixed $x_1,x_2$. For independent cells the voltages are already optimal, so $dP=\sum_iV_i\,dF_i$. For series cells, the optimal $j$ may be held fixed to first order. The balance then requires $dx_k=\sum_iK_{ki}dF_i$, and

$$dP=jV_T\sum_k\frac{dx_k}{x_k}=\sum_i\lambda_i\,dF_i,\qquad\lambda_i=jV_T\sum_k\frac{K_{ki}}{x_k}.$$

Here $\lambda_i$ is the value, in volts, of extra current in cell $i$. The condition $P'=0$ gives $\lambda_1+\lambda_2=V_1+V_2$. Series wiring redistributes the total voltage as a weight, mostly toward a strongly limiting cell when there is no coupling.

Let $N=-db_1/dE_1=db_2/dE_1$ be the equilibrium emission per unit energy at $E_1$. Differentiating the balances and dropping the negligible ambient term and $x_2$ beside $x_1$,

$$\frac{dP}{dE_1}\approx(\lambda_2-\lambda_1)S+\lambda_1Nx_1+g(\lambda_1-\lambda_2)Nx_1.$$

For independent cells, replace $\lambda_i$ by $V_i$. The first term transfers sunlight. The second is the top cell's reduced emission to the sky at a given voltage. The third is the reduced transfer of luminescence to the bottom cell.

## A worked case: the shift is too large

Take $T_s=6000$ K, $T=300$ K and $\theta_s=4.65$ mrad, so the incident power is 158.9 mW/cm². The bottom gap is 1.00 eV. Suppose the shifted calculation places the top gap at 1.717 eV, the series optimum without coupling, but the true gap is 1.60 eV. The predicted limit is 42.5 %; the true one is 36.5 %. An error of 0.117 eV has cost 6.0 percentage points. With independent wiring, the 1.60 eV cell reaches 41.8 %, against a best value of 42.9 %. The 6.0-point loss assumes a top cell that absorbs every photon above its gap. A top gap that is too low can be partly repaired by letting some of that light through: if the top cell covers only 89 % of the area, the uncoupled series limit at 1.60 eV is 40.3 %. With the coverage optimized at each gap, the one-point window given below widens only from $\pm0.05$ to $\pm0.06$ eV.

At 1.60 eV, $A_1=38.74$ and $A_2=30.33$ mA/cm², so the bottom cell limits. Without coupling the series device delivers

$$29.91\times(1.297+0.642)=58.0\ \text{mW/cm}^2.$$

For $n=3.5$, $g=12.25$, the ceiling rises to

$$\frac{12.25(38.74)+13.25(30.33)}{25.5}=34.4\ \text{mA/cm}^2.$$

The optimum current becomes 33.85 mA/cm². The summed voltage falls from 1.939 to 1.879 V, but the efficiency rises to 40.0 %.

The local slope shows why the current ceiling alone is not enough. Without coupling, $\lambda_1=0.088$ V, $\lambda_2=1.852$ V and $S=41.59$ mA/cm²/eV, so the sunlight term is $1.764\times41.59=73.4$ mW/cm²/eV. For the emission term, $b_1x_1=A_1-j=8.83$ mA/cm². With $y=E_1/kT=61.9$, the $m=1$ formula gives $N=b_1y^2/[(y^2+2y+2)kT]=0.968\,b_1/kT$. Hence $Nx_1=0.968\times8.83/0.02585=331$ mA/cm²/eV, and this term adds $0.0876\times331=29.0$ mW/cm²/eV. The sum, divided by the incident power, is 64 percentage points per eV. With $g=12.25$ the slope is 18.

## Choosing an acceptable uncertainty

Do not multiply these slopes by a large error: the series curve bends sharply near current matching. Use the efficiency curve itself. For $E_2=1.00$ eV, in percent:

| $E_1$ (eV) | series, $g=0$ | series, $g=12.25$ | independent, $g=0$ |
|---|---|---|---|
| 1.50 | 30.0 | 38.1 | 40.7 |
| 1.60 | 36.5 | 40.0 | 41.8 |
| 1.70 | 42.2 | 41.3 | 42.4 |
| 1.80 | 41.1 | 39.8 | 42.8 |
| 1.90 | 38.5 | 37.4 | 42.9 |

Coupling helps at 1.60 eV and hurts at 1.90 eV, where the top cell limits.

The following top gaps keep the efficiency within one percentage point of each configuration's own maximum:

- Series, $g=0$: 1.683 to 1.781 eV, best at 1.717 eV.
- Series, $g=12.25$: 1.617 to 1.775 eV, best at 1.702 eV.
- Independent, $g=0$: 1.612 to 2.226 eV, best at 1.888 eV.

If your uncertainty in $\Delta$ is symmetric, aim for the middle of the window rather than the peak. For uncoupled series cells the middle is 1.73 eV and the tolerance is $\pm0.05$ eV. With $g=12.25$ it is 1.70 eV and $\pm0.08$ eV; for uncoupled independent cells, 1.92 eV and $\pm0.31$ eV. A shift known to $\pm0.1$ eV therefore suffices for the last case but for neither series case.

The position of the series window depends on the spectrum. With $T_s=5772$ K the uncoupled window is 1.647 to 1.741 eV, and with 5500 K it is 1.605 to 1.695 eV. The width hardly changes, but the middle moves by about as much as the tolerance or more, so take the target gap from the spectrum the device will see, not from the 6000 K values. Also recompute the window if the bottom gap changes; the following values are again for 6000 K. For uncoupled series cells its full width is 0.12 eV at $E_2=0.80$ eV and 0.09 eV at 1.20 eV. If both gaps are uncertain, vary both. The best uncoupled series pair is 1.70 and 0.97 eV, at 42.5 %; the best uncoupled independent pair is 1.87 and 0.98 eV, at 42.9 %.

The wider series window at $g=12.25$ relies on radiative recombination in the top cell. If you cannot justify that assumption, use the narrower uncoupled window as the working criterion, remembering that non-radiative losses also change the voltages and are not modelled here.

The Boltzmann step needs a check when a cell operates close to its gap. At 1.60 and 1.90 eV, a numerical calculation with full Bose emission and direct voltage optimization agreed with these efficiencies to within $10^{-5}$ percentage points. Under strong concentration, $qV$ moves closer to the gap and the full emission law should be used if the separation is no longer many $kT$.

## Numbers as computed

```
Sun 6000 K; cell 300 K; kT cell 0.025852 eV
Half-angle 4.65 mrad; dilution 2.16223e-05
Incident power 158.898 mW/cm2
Example gaps: top 1.60 eV, bottom 1.00 eV
Absorbed A1 38.7392, A2 30.3273 mA/cm2
Emission b1 1.4307e-21, b2 6.8437e-12 mA/cm2
Solar density at E1 41.5858 mA/cm2/eV
g=0.00 series: j 29.9097 mA/cm2, V1 1.2971, V2 0.6420 V
  power 57.9985 mW/cm2, efficiency 36.500 %
  ceiling 30.3273 mA/cm2; its slope 41.586 mA/cm2/eV
  marginal values 0.0876, 1.8516 V; gap slope 64.390 %-pt/eV
  independent: j1 37.9448, j2 29.1969 mA/cm2; V1 1.2348, V2 0.6678 V
  efficiency 41.758 %, gap slope 8.279 %-pt/eV, 2 iterations
g=1.00 series: j 32.6586 mA/cm2, V1 1.2695, V2 0.6557 V
  power 62.8758 mW/cm2, efficiency 39.570 %
  ceiling 33.1312 mA/cm2; its slope 13.862 mA/cm2/eV
  marginal values 0.7343, 1.1909 V; gap slope 31.850 %-pt/eV
  independent: j1 37.6469, j2 29.7234 mA/cm2; V1 1.2252, V2 0.6682 V
  efficiency 41.526 %, gap slope 8.363 %-pt/eV, 5 iterations
g=12.25 series: j 33.8535 mA/cm2, V1 1.2150, V2 0.6644 V
  power 63.6228 mW/cm2, efficiency 40.040 %
  ceiling 34.3683 mA/cm2; its slope 1.631 mA/cm2/eV
  marginal values 0.9959, 0.8834 V; gap slope 17.685 %-pt/eV
  independent: j1 37.0554, j2 30.6977 mA/cm2; V1 1.1875, V2 0.6690 V
  efficiency 40.617 %, gap slope 9.010 %-pt/eV, 6 iterations
Efficiency in %, bottom 1.00 eV; S series, I independent
E1/eV  S g=0  S g=1  S g=12.25  I g=0  I g=1  I g=12.25
1.40  23.415  32.869  36.132  39.322  39.085  38.070
1.50  29.959  36.264  38.146  40.743  40.506  39.536
1.60  36.500  39.570  40.040  41.758  41.526  40.617
1.70  42.237  42.183  41.325  42.416  42.194  41.352
1.80  41.050  40.718  39.786  42.765  42.557  41.784
1.90  38.512  38.209  37.372  42.855  42.661  41.958
2.00  35.835  35.563  34.817  42.728  42.549  41.913
Top-gap optimum and window within 1 percentage point
series, E2=1.00 eV, g=0.00: E1 1.717 eV, 42.489 %, window 1.683 to 1.781 eV
series, E2=1.00 eV, g=1.00: E1 1.710 eV, 42.233 %, window 1.655 to 1.777 eV
series, E2=1.00 eV, g=12.25: E1 1.702 eV, 41.326 %, window 1.617 to 1.775 eV
independent, E2=1.00 eV, g=0.00: E1 1.888 eV, 42.856 %, window 1.612 to 2.226 eV
independent, E2=1.00 eV, g=1.00: E1 1.895 eV, 42.661 %, window 1.617 to 2.236 eV
independent, E2=1.00 eV, g=12.25: E1 1.927 eV, 41.965 %, window 1.642 to 2.278 eV
series, E2=0.80 eV, g=0.00: E1 1.580 eV, 41.852 %, window 1.539 to 1.660 eV
series, E2=0.80 eV, g=12.25: E1 1.566 eV, 40.428 %, window 1.484 to 1.657 eV
series, E2=1.20 eV, g=0.00: E1 1.870 eV, 41.512 %, window 1.838 to 1.924 eV
series, E2=1.20 eV, g=12.25: E1 1.853 eV, 40.586 %, window 1.761 to 1.917 eV
Best pair of gaps
series, g=0.00: E1 1.699, E2 0.974 eV, 42.502 %
series, g=1.00: E1 1.698, E2 0.983 eV, 42.239 %
series, g=12.25: E1 1.705, E2 1.005 eV, 41.327 %
independent, g=0.00: E1 1.869, E2 0.977 eV, 42.868 %
independent, g=1.00: E1 1.882, E2 0.983 eV, 42.667 %
independent, g=12.25: E1 1.929, E2 1.002 eV, 41.965 %
Largest deviation from direct check 7.21e-06 %-pt
```
